# Why classical, Born and exact Rutherford cross sections coincide: a numerical check

```python
"""Result under test: for V = 2Z/r (Rydberg units, H = -Laplacian + V, E = k^2)
the exact scattering amplitude is the first Born amplitude times a pure phase,
so exact, Born and classical cross sections agree; screening or a 1/r^2 law
destroys this.
Symbols: eta = Z/k (negative: attraction), x = k r, m = mu/k for the screened
potential 2Z exp(-mu r)/r, beta = strength of beta/r^2, theta = angle,
u = k(r-z), psi = exp(ikz) w(u), w -> A u^(i eta) + B e^(iu) u^(-1-i eta).
Scaled cross sections are in units of 1/k^2.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import loggamma, eval_legendre, spherical_jn, spherical_yn


def born(eta, theta, m=0.0):
    q = 2 * np.sin(theta / 2)
    return -2 * eta / (q * q + m * m)


def legendre_sum(coefficients, theta, reductions=3):
    """Sum a_l P_l(cos theta), theta > 0, after multiplying by (1-cos)^n."""
    a = np.array(coefficients, dtype=complex)
    c = np.cos(theta)
    for _ in range(reductions):
        l = np.arange(len(a) - 1)
        below = np.concatenate(([0], a[:-2]))
        a = a[:-1] - (l + 1) / (2 * l + 3) * a[1:] - l / (2 * l - 1) * below
    return np.sum(a * eval_legendre(np.arange(len(a)), c)) / (1 - c)**reductions


def coulomb_partial_waves(eta, theta):
    l = np.arange(3000)
    s_matrix = np.exp(2j * loggamma(l + 1 + 1j * eta).imag)
    return legendre_sum((2 * l + 1) * s_matrix, theta) / 2j


def inverse_square_exact(beta, theta):
    l = np.arange(3000)
    half = l + 0.5
    delta = -np.pi / 2 * beta / (half + np.sqrt(half**2 + beta))
    a = (2 * l + 1) * np.expm1(2j * delta)
    return abs(legendre_sum(a, theta) / 2j)**2


def parabolic_solution(eta):
    """Integrate u w'' + (1-iu) w' - eta w = 0 from its regular start."""
    u0 = 1e-3
    c2 = eta * (eta + 1j) / 2
    start = [1 + eta * u0 + c2 * u0**2 / 2, eta + c2 * u0]
    rhs = lambda u, y: [y[1], (eta * y[0] - (1 - 1j * u) * y[1]) / u]
    grid = np.concatenate(([2.0, 10.0], np.linspace(100, 300, 1500)))
    sol = solve_ivp(rhs, (u0, 300), np.array(start, complex), method="DOP853",
                    t_eval=grid, rtol=1e-11, atol=1e-13)
    assert sol.success
    return sol.t, sol.y[0], sol.y[1]


def wave_ratio(eta, u, w):
    """B/A from a fit of the large-u expansion, without using its modulus."""
    far = u >= 100
    u, w = u[far], w[far]
    slow = [u**(1j * eta) * (100 / u)**j for j in range(5)]
    fast = [np.exp(1j * u) * u**(-1 - 1j * eta) * (100 / u)**j
            for j in range(5)]
    basis = np.array(slow + fast).T
    size = np.linalg.norm(basis, axis=0)
    fit = np.linalg.lstsq(basis / size, w, rcond=None)[0] / size
    return fit[5] / fit[0]


def yukawa_amplitude(eta, m, theta, resolution=0.03):
    """Radial Schroedinger equation on a logarithmic grid (Numerov ratios)."""
    x_end = 26 / m
    l = np.arange(int(x_end) + 1)
    h = resolution / x_end
    n = int((np.log(x_end) - np.log(1e-4)) / h)
    x = 1e-4 * np.exp(h * np.arange(n + 1))
    centrifugal = h * h / 12 * (l + 0.5)**2
    rest = 1 - h * h / 12 * (-x**2 + 2 * eta * x * np.exp(-m * x))
    ratio = np.exp(h * (l + 0.5))
    for value in rest[1:n].tolist():
        ratio = 12 / (value - centrifugal) - 10 - 1 / ratio
    rho = ratio * (rest[n - 1] - centrifugal) / (rest[n] - centrifugal)
    j1, j2 = [np.sqrt(p) * spherical_jn(l, p) for p in (x[n - 1], x[n])]
    y1, y2 = [np.sqrt(p) * spherical_yn(l, p) for p in (x[n - 1], x[n])]
    delta = np.arctan((j2 - rho * j1) / (y2 - rho * y1))
    terms = (2 * l + 1) * np.exp(1j * delta) * np.sin(delta)
    return np.sum(terms * eval_legendre(l, np.cos(theta)))


NODES, WEIGHTS = np.polynomial.legendre.leggauss(400)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def deflection(b, v, scale):
    """Classical |deflection|; v(s) = V/E at inverse distance s."""
    g = lambda s: 1 - (b * s)**2 - v(s)
    s = 1e-3 / scale
    while g(s) > 0:
        s *= 1.05
    turn = brentq(g, s / 1.05, s, xtol=1e-15)
    path = turn * (1 - NODES**2)
    integral = np.sum(WEIGHTS * 2 * turn * NODES / np.sqrt(g(path)))
    return abs(np.pi - 2 * b * integral)


def classical(v, theta, scale=1.0):
    b = brentq(lambda t: deflection(t, v, scale) - theta,
               0.1 * scale, 10 * scale)
    d = 1e-3 * b
    slope = (deflection(b + d, v, scale) - deflection(b - d, v, scale)) / (2*d)
    return b / (np.sin(theta) * abs(slope))


# --- parabolic wave: Schroedinger equation, first integral, amplitude ratio
def psi(x, y, z, eta=-1.0):
    u = mp.sqrt(x*x + y*y + z*z) - z
    return complex(mp.exp(1j * z) * mp.hyp1f1(-1j * eta, 1, 1j * u))


point = np.array([0.7, -0.4, 0.9])
step = 1e-3
centre = psi(*point)
laplacian = sum(psi(*(point + step * e)) + psi(*(point - step * e))
                - 2 * centre for e in np.eye(3)) / step**2
residual = laplacian + centre + 2 / np.linalg.norm(point) * centre
assert abs(residual) < 1e-5

ratios = {}
for eta_test in (-1.0, 1.0, -3.0, 0.001):
    u, w, dw = parabolic_solution(eta_test)
    reference = complex(mp.hyp1f1(-1j * eta_test, 1, 10j))
    assert abs(w[1] - reference) < 1e-6 * max(1, abs(reference))
    kinetic = u**2 * abs(dw)**2
    invariant = kinetic - 2 * eta_test * u * np.imag(np.conj(w) * dw)
    assert np.max(abs(invariant)) < 1e-5 * np.max(kinetic)
    ratios[eta_test] = wave_ratio(eta_test, u, w)
    assert abs(abs(ratios[eta_test] / eta_test) - 1) < 1e-4
assert abs(ratios[0.001] / 0.001 + 1) < 2e-3   # weak coupling is first Born

# --- electron on a bare nitrogen nucleus
Z, k = 7, 7.0
eta = -Z / k
chi = np.angle(-ratios[eta] / eta)
rydberg_ev = constants.physical_constants["Rydberg constant times hc in eV"][0]
bohr = constants.physical_constants["Bohr radius"][0]
print(f"nuclear charge Z = {Z}, k = {k:.1f} 1/bohr, eta = {eta:.1f}")
print(f"energy = {k*k:.1f} Ry = {k*k*rydberg_ev:.1f} eV")
print(f"speed / speed of light = {k*constants.fine_structure:.4f}")
print(f"|B/A| from wave equation = {abs(ratios[eta]):.6f}")
print(f"|B/A| for eta = -3: {abs(ratios[-3.0]):.6f}")
print(f"angle-independent phase chi = {chi:.5f} rad")
print("Coulomb: angle deg | exact, Born, classical bohr^2/sr | phase rad")
coulomb_v = lambda s: 2 * eta * s
for degrees in (30, 60, 90, 150):
    theta = np.radians(degrees)
    f = coulomb_partial_waves(eta, theta)
    fb = born(eta, theta)
    cl = classical(coulomb_v, theta)
    s2 = np.sin(theta / 2)**2
    from_wave = ratios[eta] / (2 * s2) * np.exp(-1j * eta * np.log(s2))
    assert abs(f / from_wave - 1) < 1e-4
    assert abs(abs(f / fb)**2 - 1) < 1e-7
    assert abs(cl / fb**2 - 1) < 1e-4
    print(f"{degrees:4d} | {abs(f)**2/k**2:.6f} {fb**2/k**2:.6f} "
          f"{cl/k**2:.6f} | {np.angle(f/fb):.4f}")
main = abs(coulomb_partial_waves(eta, np.pi / 2))**2 / k**2
print(f"exact at 90 deg = {main*bohr**2:.4e} m^2/sr")
repulsive = classical(lambda s: 2 * s, np.pi / 2)
assert abs(repulsive / born(1.0, np.pi / 2)**2 - 1) < 1e-4

# --- screened charge
right = np.pi / 2
q = np.sqrt(2)
transform = quad(lambda x: np.exp(-0.2 * x) * np.sin(q * x), 0, 130,
                 limit=500)[0]
assert abs(-2 * eta * transform / q - born(eta, right, 0.2)) < 1e-7
print("Screened, 90 deg: mu 1/bohr | exact, Born, classical bohr^2/sr")
excess = {}
for m in (0.2, 0.1):
    exact = abs(yukawa_amplitude(eta, m, right))**2
    fb2 = born(eta, right, m)**2
    cl = classical(lambda s: 2 * eta * s * np.exp(-m / s), right)
    excess[m] = exact / fb2 - 1
    print(f"{m*k:.2f} | {exact/k**2:.6f} {fb2/k**2:.6f} {cl/k**2:.6f}")
    print(f"   exact/Born = {exact/fb2:.4f}, classical/Born = {cl/fb2:.4f}")
    print(f"   local-energy estimate 1/(1+2 eta mu/k) = {1/(1+2*eta*m):.4f}")
assert abs(excess[0.2]) > abs(excess[0.1]) > 0.02

m = 0.01
weak = classical(lambda s: 2 * eta * s * np.exp(-m / s), right)
weak_excess = weak / born(eta, right)**2 - 1
assert abs(weak_excess + 2 * eta * m) < 2e-3
print(f"mu/k = {m}: classical excess = {weak_excess:.5f}, "
      f"first order = {-2*eta*m:.5f}")

m, small = 0.5, 0.05
plus, minus = [abs(yukawa_amplitude(e, m, 0.0, 0.01) / born(e, 0.0, m))**2
               for e in (small, -small)]
slope = (plus - minus) / (2 * small)
predicted = -2 * m / (m * m + 4)      # twice Re(f2/f1) per unit eta
assert abs(slope - predicted) < 2e-3
assert abs((plus + minus) / 2 - 1) < 0.01
print(f"forward, mu/k = {m}: d(exact/Born)/d eta at eta = 0")
print(f"   radial equation {slope:.5f}, second Born {predicted:.5f}")

# --- inverse-square potential
square_born = lambda beta: (np.pi * beta / (2 * q))**2
square_classical = lambda beta: classical(lambda s: beta * s * s, right,
                                           np.sqrt(beta))
assert abs(inverse_square_exact(1e-3, right) / square_born(1e-3) - 1) < 0.01
assert abs(inverse_square_exact(2500., right) / square_classical(2500.)
           - 1) < 0.01
assert abs(square_classical(4.) / square_classical(1.) - 4) < 1e-3
print("beta/r^2, 90 deg: beta | exact, Born, classical in 1/k^2 per sr")
for beta in (0.001, 0.1, 1.0, 10.0):
    print(f"{beta:6.3f} | {inverse_square_exact(beta, right):.4e} "
          f"{square_born(beta):.4e} {square_classical(beta):.4e}")
assert abs(inverse_square_exact(1., right) / square_born(1.) - 1) > 0.3
assert abs(inverse_square_exact(0.1, right) / square_classical(0.1) - 1) > 0.3

# --- identical spinless charges make the angular phase observable
theta, eta_pair = np.pi / 3, 1.0
pair = abs(coulomb_partial_waves(eta_pair, theta)
           + coulomb_partial_waves(eta_pair, np.pi - theta))**2
s2, c2 = np.sin(theta / 2)**2, np.cos(theta / 2)**2
interference = 2 * np.cos(eta_pair * np.log(s2 / c2)) / (s2 * c2)
formula = eta_pair**2 / 4 * (1 / s2**2 + 1 / c2**2 + interference)
pair_born = (born(eta_pair, theta) + born(eta_pair, np.pi - theta))**2
assert abs(pair / formula - 1) < 1e-7
assert abs(pair / pair_born - 1) > 0.05
print("identical spinless charges, eta = 1, 60 deg, in 1/k^2 per sr:")
print(f"   exact {pair:.5f}, first Born {pair_born:.5f}")
print("done: every assertion held")
```

Running it gives:

```
nuclear charge Z = 7, k = 7.0 1/bohr, eta = -1.0
energy = 49.0 Ry = 666.7 eV
speed / speed of light = 0.0511
|B/A| from wave equation = 1.000000
|B/A| for eta = -3: 3.000000
angle-independent phase chi = 0.60328 rad
Coulomb: angle deg | exact, Born, classical bohr^2/sr | phase rad
  30 | 1.136996 1.136996 1.136995 | -2.1000
  60 | 0.081633 0.081633 0.081633 | -0.7830
  90 | 0.020408 0.020408 0.020408 | -0.0899
 150 | 0.005861 0.005861 0.005861 | 0.5339
exact at 90 deg = 5.7149e-23 m^2/sr
Screened, 90 deg: mu 1/bohr | exact, Born, classical bohr^2/sr
1.40 | 0.023469 0.019616 0.024145
   exact/Born = 1.1965, classical/Born = 1.2309
   local-energy estimate 1/(1+2 eta mu/k) = 1.6667
0.70 | 0.023100 0.020206 0.023300
   exact/Born = 1.1433, classical/Born = 1.1532
   local-energy estimate 1/(1+2 eta mu/k) = 1.2500
mu/k = 0.01: classical excess = 0.01901, first order = 0.02000
forward, mu/k = 0.5: d(exact/Born)/d eta at eta = 0
   radial equation -0.23437, second Born -0.23529
beta/r^2, 90 deg: beta | exact, Born, classical in 1/k^2 per sr
 0.001 | 1.2303e-06 1.2337e-06 2.8294e-04
 0.100 | 9.6097e-03 1.2337e-02 2.8294e-02
 1.000 | 2.7829e-01 1.2337e+00 2.8294e-01
10.000 | 2.8199e+00 1.2337e+02 2.8294e+00
identical spinless charges, eta = 1, 60 deg, in 1/k^2 per sr:
   exact 5.65733, first Born 7.11111
done: every assertion held
```
